# Heating by uncorrelated force noise in Verlet dynamics and the force threshold, part 2

Molecular dynamics is run by velocity Verlet with time step \(h\), using forces from incompletely converged self-consistent-field (SCF) calculations. The problem is how fast the force errors heat the system, and how large they may be for a tolerated energy drift. The true force is the fully self-consistent one at the chosen level of theory. Formulas hold in any consistent units.

For one Cartesian component, \(x\), \(p\), \(v\) and \(m\) are position, momentum, velocity and mass. The force error at step \(n\) is \(\eta_n\), with variance \(\sigma^2\). It acts as a momentum kick \(h\eta_n\) at fixed position, and \(p_n^-\) is the momentum just before it. The kick changes the energy by

\[
\Delta E_n=\frac{h}{m}p_n^-\eta_n+\frac{h^2}{2m}\eta_n^2 .
\]

For white noise, meaning that \(\eta_n\) has mean zero and variance \(\sigma^2\) given everything before it, the linear term averages to zero and the mean heating rate is

\[
\boxed{R=\frac{\sigma^2h}{2m}}
\]

The rates of all components add, even if errors on different atoms are correlated at the same step.

A harmonic mode has force constant \(k\), \(\omega^2=k/m\), and phase advance \(\theta\) per step, with \(\cos\theta=1-\omega^2h^2/2\). Noise-free Verlet steps conserve

\[
I=\frac{p^2}{2m}+\frac12ka\,x^2,\qquad a=1-\omega^2h^2/4,
\]

and the ordinary energy is \(H=I+\frac18k\omega^2h^2x^2\). The rate \(R\) is exact for \(I\); for the ordinary energy and smooth forces it has relative corrections of order \((\omega h)^2\). Over many periods, half of the heat in \(I\) is kinetic.

Noise with memory is modelled as stationary, of mean zero and independent of the unperturbed motion, with \(\langle\eta_n\eta_{n-l}\rangle=\sigma^2\rho^l\) and \(|\rho|<1\). It heats a harmonic mode at \(gR\), with

\[
g=\frac{1-\rho^2}{1-2\rho\cos\theta+\rho^2}.
\]

Below, \(N\) is the number of steps, \(t\) the elapsed time, \(T\) the temperature and \(k_B\) Boltzmann's constant.

### From a tolerated drift to a force threshold

Let every component of every atom have the same \(\sigma\). An atom of mass \(m_a\) has three components and is heated at \(3\sigma^2h/(2m_a)\). The average over atoms is the drift per atom,

\[
D=\frac{3\sigma^2h}{2}\left\langle\frac1m\right\rangle .
\]

Here \(\langle1/m\rangle\) is the average of the inverse masses, not the inverse of the average mass. Solving for \(\sigma\) gives the largest error compatible with a tolerated drift \(D\), provided that the errors are white, that is, of zero mean and uncorrelated with earlier errors and with the momenta. SCF errors carried over from the previous step are generally not of this kind, as discussed below, and for them this value does not guarantee the drift:

\[
\boxed{\sigma_{\max}=\sqrt{\frac{2D}{3h\langle1/m\rangle}}}
\]

For atoms of a single mass this reduces to \(\sqrt{2mD/(3h)}\). The threshold refers to the root-mean-square error of one Cartesian component. The root-mean-square length of the error vector on an atom is \(\sqrt3\) times larger, and a criterion on the largest component is a different quantity again.

Since \(D\propto\sigma^2\), a force error ten times smaller reduces the drift a hundredfold. At fixed \(D\) the threshold varies as \(h^{-1/2}\), provided that the errors remain uncorrelated from step to step.

### Worked example

Take a model with two atoms of 1 u for each atom of 16 u, 192 atoms in all, at 300 K with \(h=0.5\) fs. Let the tolerated drift be 1 µeV per atom per ps, which is \(10^{-9}\) eV/fs per atom. The average inverse mass is

\[
\left\langle\frac1m\right\rangle=\frac13\left(1+1+\frac1{16}\right)\mathrm{u}^{-1}=0.6875\ \mathrm{u}^{-1}.
\]

In units of eV, Å and fs, 1 u is \(103.64\) eV fs\(^2\)/Å\(^2\), so \(\langle1/m\rangle=0.6875/103.64=0.006633\) Å\(^2\)/(eV fs\(^2\)). Then

\[
\sigma_{\max}^2=\frac{2\times10^{-9}}{3\times0.5\times0.006633}=2.01\times10^{-7}\ \mathrm{eV^2/\text{Å}^2},
\]

\[
\sigma_{\max}=0.448\ \mathrm{meV/\text{Å}}=8.72\times10^{-6}\ \mathrm{hartree/bohr}.
\]

The same formula read in the other direction gives the drift for other errors:

| Force error (meV/Å) | Drift (µeV/atom/ps) |
|---:|---:|
| 0.1 | 0.050 |
| 1 | 4.98 |
| 10 | 498 |

The light atoms receive \(2/(2+1/16)=97\) percent of the heat. If the forces on the light atoms alone were improved, nearly all of the drift would respond; improving those on the heavy atoms alone would change little.

To express the drift as a temperature, suppose that all modes are harmonic and share the energy. Each atom then holds \(3k_BT\), half of it kinetic, and

\[
\frac{dT}{dt}=\frac{D}{3k_B}=3.9\ \mathrm{K/ns}.
\]

If energy passes slowly between light and heavy atoms, this single number is not enough. Each light atom is heated 16 times as fast as a heavy one, and the light atoms can become hotter than the rest.

### How long the drift stays hidden

The linear term in \(\Delta E\) has no mean, but it makes the energy wander. Consider first one oscillator started from a thermal distribution of its invariant \(I\), so that \(\langle p^2\rangle=mk_BT\). Strengthen the assumption on the noise: the errors at different steps are independent, with a finite fourth moment. Two linear terms at different steps are then uncorrelated, because the later error has mean zero whatever came before. The variance of one of them is

\[
\frac{h^2\sigma^2}{m^2}\left\langle(p_n^-)^2\right\rangle=\frac{2Rh}{m}\left\langle(p_n^-)^2\right\rangle .
\]

Half of the accumulated heat \(Rt_n\) is kinetic on average over a period, so \(\langle p^2\rangle/(2m)=\frac12k_BT+\frac12Rt_n\), or \(\langle p^2\rangle=m(k_BT+Rt_n)\). Summing over steps, with the sum replaced by an integral,

\[
\mathrm{Var}\,\Delta E\approx2R\int_0^t(k_BT+Rt')\,dt'=2k_BT\,Rt+(Rt)^2 .
\]

The terms in \(\eta_n^2\) add a variance of order \((Rt)^2/N\), negligible for many steps. They are uncorrelated with the linear terms: at different steps because the errors are independent, and at the same step because \(\langle p_n^-\rangle=0\).

In units where \(m=k=k_BT=1\), take \(\sigma=0.1\) and 400 steps at 20 steps per period. Then \(Rt=\frac12\sigma^2h\cdot400h=0.196\), and the formula gives a variance of \(0.430\). A sample of 60,000 simulated trajectories gave \(0.434\).

For many atoms in thermal equilibrium, different momenta are uncorrelated, \(\langle p_ip_j\rangle=0\). Equal-time correlations between errors therefore drop out of the variance at leading order. While the heating is small, the components add to

\[
\mathrm{Var}\,\Delta E\approx2k_BT\,R_{\mathrm{tot}}t,\qquad
\frac{\text{mean}}{\text{spread}}=\sqrt{\frac{R_{\mathrm{tot}}t}{2k_BT}} ,
\]

where \(R_{\mathrm{tot}}\) is the heating rate of the whole system. In the example \(R_{\mathrm{tot}}=192\) µeV/ps \(=0.192\) meV/ps, and \(k_BT=25.85\) meV. The mean drift equals its random spread at

\[
t=\frac{2\times25.85}{0.192}\ \mathrm{ps}=269\ \mathrm{ps}.
\]

After 10 ps the mean drift is \(1.92\) meV, while the spread is \(\sqrt{2\times25.85\times1.92}=9.96\) meV. This spread counts the noise alone and refers to the invariant \(I\). The ordinary energy also contains \(\frac18k\omega^2h^2x^2\) for each mode, which fluctuates without growing. For a period of 20 steps this term is \(0.0125\,k_BT\) times the square of a standard normal variable, and its change between two times has, on average over the phase, a variance of \(2(0.0125\,k_BT)^2\). If all 576 modes had periods near 20 steps, it would contribute \(\sqrt{2\times576}\times0.0125\times25.85=11\) meV and raise the spread to about 15 meV; for slower modes it falls as \((\omega h)^2\). A single 10 ps run may well lose energy although its force noise heats it on average. For a mean three times the spread the run must be nine times longer than 269 ps, about 2.4 ns. Since \(R_{\mathrm{tot}}\) grows with the number of atoms, a larger system reveals the same drift per atom sooner.

A direct measurement of \(\sigma\) avoids this wait. At geometries taken from the trajectory, the forces that the run used are compared with forces from a much more tightly converged SCF calculation. The mean square of the differences estimates \(\sigma^2\), and their mean, their correlations between successive steps and their correlation with the velocities test the assumptions of the white-noise formula.

### What an extrapolated SCF guess does

In a simple model of incomplete SCF convergence, a single number \(q_n\) describes the electron density at step \(n\), and \(q^*(x_n)\) is its self-consistent value. The iterations start from a guess and reduce its error by a factor \(\kappa\), with \(|\kappa|<1\). If the guess is the previous result \(q_{n-1}\), the remaining error \(e_n=q_n-q^*(x_n)\) obeys

\[
e_n=\kappa\left[q_{n-1}-q^*(x_n)\right]
=\kappa\left[e_{n-1}+q^*(x_{n-1})-q^*(x_n)\right]
\approx\kappa e_{n-1}-\kappa h\,v\,\frac{dq^*}{dx}.
\]

The first term is memory: a fraction \(\kappa\) of each error is handed on to the next step. This \(\kappa\) is not the \(\rho\) of the factor \(g\), because the recursion is driven by the smooth motion and not by fresh random errors. If \(q^*\) varies sinusoidally with phase advance \(\theta\) per step, the steady error oscillates at the same frequency, and successive errors have the correlation \(\cos\theta\) whatever \(\kappa\) is. The second is proportional to the velocity. To first order in the density error, the force error is \(\eta=Be\) with some coefficient \(B\). For small \(\kappa\) the mean power is then

\[
\langle\eta v\rangle\approx-\kappa h\left\langle B\frac{dq^*}{dx}\right\rangle\frac{k_BT}{m}.
\]

This is friction when the product of \(\kappa\) and the average is positive, and the opposite of friction when it is negative. It is linear in the error, whereas white-noise heating is quadratic. Tighter convergence therefore reduces it more slowly, and it takes very little to dominate. If \(\eta\) and \(v\) have a correlation coefficient \(r\), the power is \(r\sigma\sqrt{k_BT/m}\), which equals \(R\) in size at \(|r|=\sigma h/(2\sqrt{mk_BT})\). For a 1 u atom at the threshold of the worked example this is about \(7\times10^{-5}\). In a short run on one water molecule (Hartree–Fock, minimal basis, \(h=0.5\) fs, previous density as guess) with \(\sigma\approx0.45\) meV/Å, successive errors had a correlation of about 0.96, and the mean work was negative and more than a thousand times the white-noise rate. The white-noise threshold does not apply to such a run.

Linear extrapolation uses the guess \(2q_{n-1}-q_{n-2}\). At leading order in \(\kappa\) the error is then

\[
e_n\approx-\kappa h^2\frac{d^2q^*}{dt^2}
=-\kappa h^2\left(\frac{d^2q^*}{dx^2}v^2+\frac{dq^*}{dx}\dot v\right).
\]

This expression is even in \(v\), since \(\dot v\) depends on position alone. Its product with \(v\) is odd and averages to zero in thermal equilibrium. Higher orders in \(\kappa\) do not change this at order \(h^2\), provided that the recursion is stable. At a fixed geometry the error obeys \(e_n=\kappa(2e_{n-1}-e_{n-2})\), whose solutions \(z^n\) satisfy \(z^2-2\kappa z+\kappa=0\). Both roots lie inside the unit circle only for \(-\frac13<\kappa<1\); for \(\kappa<-\frac13\) the error grows without bound. Take \(\kappa\) in the stable range. Since \(2q_{n-1}-q_{n-2}-q^*(x_n)=e_n-(q_n-2q_{n-1}+q_{n-2})\), the error obeys \((1-\kappa)e_n=-\kappa(q_n-2q_{n-1}+q_{n-2})\), so the term above is only divided by \(1-\kappa\). The second difference is centred on step \(n-1\) and equals \(h^2\,d^2q^*/dt^2-h^3\,d^3q^*/dt^3\) at step \(n\), up to order \(h^4\). The third derivative is odd in \(v\), so systematic work can return at order \(h^3\). Within this model, linear extrapolation reduces both the error and its leading bias when \(-\frac13<\kappa<1\) and the phase advance per step of the motion is small, \(\theta\ll1\) and \(|\kappa|\theta^2\ll1-\kappa\). Outside these conditions it can do harm: for a sinusoidal \(q^*\) with a period of 20 steps and \(\kappa=0.9\), the error is about three times larger than with the previous result as guess. In no case does it make the error white.

### Thresholds for noise with memory

When the errors have memory but do no systematic work on the unperturbed motion, the factor \(g\) corrects the threshold. The drift is \(g\) times larger at a given \(\sigma\), so the permitted \(\sigma\) is divided by \(\sqrt g\). The table applies this to the example as if all the heated modes had the stated period:

| \(\rho\) | Period (steps) | \(g\) | Threshold (meV/Å) |
|---:|---:|---:|---:|
| 0.9 | 20 | 1.94 | 0.322 |
| 0.9 | 200 | 17.5 | 0.107 |
| −0.5 | 20 | 0.341 | 0.768 |

With \(h=0.5\) fs the two periods are 10 fs and 100 fs. Persistent errors heat the slow mode far more than the fast one. Errors that tend to alternate in sign partly cancel, and the threshold is looser, for modes with \(\cos\theta>\rho\); at \(\rho=-0.5\) these are the modes with periods longer than three steps.

A real system has many periods. For \(\rho>0\), \(g\) decreases as \(\theta\) grows from 0 to \(\pi\), so \((1+\rho)/(1-\rho)\) bounds it from above for every harmonic mode. At \(\rho=0.9\) the bound is 19, and dividing the white-noise threshold by \(\sqrt{19}=4.36\) gives 0.103 meV/Å. This value is safe for harmonic modes under the stated noise model, though stricter than fast modes require.

### Energy criteria and force criteria

An SCF program may stop on a change in energy, which does not translate directly into \(\sigma\). At self-consistency a variational energy is stationary, so a small density error \(e\) changes it by an amount proportional to \(e^2\). The force error \(Be\) is linear in \(e\). Hence the force error scales as the square root of the energy error when the density error shrinks at a fixed shape. The prefactor depends on the system and on that shape. The shape changes during the SCF iterations, so the exponent seen over the early cycles can differ from one half.

The two square laws combine simply. White-noise drift is proportional to \(\sigma^2\), hence to the SCF energy error: reducing that error tenfold reduces the drift tenfold. For small \(\kappa\), the velocity-correlated drift of the model with the previous result as guess is proportional to \(e\), and falls by \(\sqrt{10}\), about 3.2. The prefactors must be measured, by the comparison of forces described above, before an energy criterion can stand in for a force threshold.
